# Length and velocity gauges with nonlocal pseudopotentials in Kohn–Sham propagation: a numerical check

```python
"""
Length and velocity gauge for Kohn-Sham propagation with a nonlocal potential.

Result under test (Hartree atomic units, electron charge -1, E = -dA/dt):
  length gauge    H = p^2/2 + v[n] + V_nl + E x
  velocity gauge  H = (p+A)^2/2 + v[n] + exp(-iAx) V_nl exp(iAx)
have the same density, orbitals related by exp(-iAx), and velocity operator
  p + A + i [exp(-iAx) V_nl exp(iAx), x]   in the velocity gauge.
Model: 1D molecule, two soft-Coulomb ions, V_nl = D sum |beta><beta|,
four electrons in two orbitals, adiabatic local-density exchange.
X = summed electron position, P = summed electron velocity.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.special import iti0k0

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
fft, ifft = np.fft.fft, np.fft.ifft

# ---------------------------------------------------------------- model
n_grid, dx, dt = 180, 0.35, 0.05
x = (np.arange(n_grid) - (n_grid - 1) / 2) * dx
k = 2 * np.pi * np.fft.fftfreq(n_grid, dx)
sites, ion_charge = np.array([-1.5, 1.5]), 2.0
width, strength_nl = 0.8, -0.5
n_orb, n_elec = 2, 4


def gaussian(distance):
    """Normalized projector shape."""
    return np.exp(-distance**2 / (2 * width**2)) / (np.pi * width**2) ** 0.25


beta = np.array([gaussian(x - c) for c in sites])
v_ion = -sum(ion_charge / np.sqrt(1 + (x - c) ** 2) for c in sites)
coulomb = dx / np.sqrt(1 + (x[:, None] - x[None, :]) ** 2)


def exchange_potential(density):
    """Exchange potential of the uniform 1D soft-Coulomb electron gas."""
    return -iti0k0(np.pi * density)[1] / np.pi


def local_potential(density):
    return v_ion + coulomb @ density + exchange_potential(density)


# Exchange potential against the derivative of the exchange energy density,
# the latter integrated from the exchange hole of the uniform gas.
def exchange_energy_density(n):
    def hole(u):
        return np.sin(np.pi * n * u / 2) ** 2 / (u**2 * np.sqrt(1 + u**2))
    return -2 / np.pi**2 * quad(hole, 0, 300, limit=2000)[0]


slope = (exchange_energy_density(0.401) - exchange_energy_density(0.399)) / 0.002
assert abs(slope - exchange_potential(0.4)) < 1e-4

# ---------------------------------------------------------------- ground state
identity = np.eye(n_grid)


def kinetic_matrix(a):
    return ifft(0.5 * (k[:, None] + a) ** 2 * fft(identity, axis=0), axis=0)


v_nl_matrix = strength_nl * dx * beta.T @ beta
density = 2 * np.sum(beta**2, axis=0)
for iteration in range(400):
    h_matrix = kinetic_matrix(0).real + np.diag(local_potential(density)) + v_nl_matrix
    energies, states = np.linalg.eigh((h_matrix + h_matrix.T) / 2)
    new_density = 2 * np.sum(states[:, :n_orb] ** 2, axis=1) / dx
    change = np.max(abs(new_density - density))
    density = density + 0.4 * (new_density - density)
    if change < 1e-11:
        break
assert change < 1e-11
ground = (states[:, :n_orb].T / np.sqrt(dx)).astype(complex)
v_ground = local_potential(density)

# ---------------------------------------------------------------- static tests
# Oscillator-strength sum: explicit sum over states against double commutator.
x_elements = states.T @ (x[:, None] * states)
gaps = energies[:, None] - energies[None, :n_orb]
sum_over_states = 4 * np.sum(gaps * x_elements[:, :n_orb] ** 2)
double_comm = 0.0
for i in range(n_orb):
    s = states[:, i]
    double_comm += 2 * (2 * (x * s) @ v_nl_matrix @ (x * s)
                        - 2 * (x**2 * s) @ v_nl_matrix @ s)
sum_rule = n_elec + double_comm
assert abs(sum_over_states - sum_rule) < 1e-4


# A constant A carries no field: energies must not depend on it.
def band_energy(a, transformed):
    phase = np.exp(-1j * a * x) if transformed else np.ones(n_grid)
    v_nl = phase[:, None] * v_nl_matrix * phase.conj()[None, :]
    h = kinetic_matrix(a) + np.diag(v_ground) + v_nl
    return 2 * np.sum(np.linalg.eigvalsh((h + h.conj().T) / 2)[:n_orb])


a_static = 0.1
energy_zero = band_energy(0.0, True)
shift_good = band_energy(a_static, True) - energy_zero
shift_bare = band_energy(a_static, False) - energy_zero
assert abs(shift_good) < 1e-6 and abs(shift_bare) > 1e-4

# False Drude weight: energy curvature against second-order perturbation sum.
k_odd = k.copy()
k_odd[n_grid // 2] = 0.0
p_matrix = ifft(k_odd[:, None] * fft(identity, axis=0), axis=0)
p_elements = states.T @ p_matrix @ states
false_drude = n_elec - 4 * np.sum(
    abs(p_elements[n_orb:, :n_orb]) ** 2 / gaps[n_orb:])
curvature = 2 * (band_energy(0.01, False) - energy_zero) / 0.01**2
assert abs(curvature - false_drude) < 2e-3

# ---------------------------------------------------------------- crystal test
# Plane-wave elements of the transformed V_nl on a ring of cells.
cell, n_cells, h_ring = 4.0, 8, 0.125
ring = cell * n_cells
y = np.arange(int(ring / h_ring)) * h_ring
a_ring, k_ring = 2 * np.pi * 3 / ring, 2 * np.pi / ring
v_ring = 0
for cell_index in range(n_cells):
    b = gaussian((y - cell_index * cell + ring / 2) % ring - ring / 2)
    v_ring = v_ring + strength_nl * np.outer(b, b)
phase_ring = np.exp(-1j * a_ring * y)
v_ring_t = phase_ring[:, None] * v_ring * phase_ring.conj()[None, :]
q = k_ring + 2 * np.pi / cell * np.array([-1, 0, 1])
waves = np.exp(1j * np.outer(y, q)) / np.sqrt(ring)
elements = waves.conj().T @ v_ring_t @ waves * h_ring**2
elements_bare = waves.conj().T @ v_ring @ waves * h_ring**2


def gaussian_transform(wavenumber):
    return (np.sqrt(2 * np.pi) * width / (np.pi * width**2) ** 0.25
            * np.exp(-(wavenumber * width) ** 2 / 2))


shifted = gaussian_transform(q + a_ring)
assert np.max(abs(elements - strength_nl / cell * np.outer(shifted, shifted))) < 1e-9
other_k = np.exp(1j * (k_ring + 4 * np.pi / ring) * y) / np.sqrt(ring)
assert np.max(abs(other_k.conj() @ v_ring_t @ waves)) * h_ring**2 < 1e-9


# ---------------------------------------------------------------- propagation
def projectors(a, transformed):
    return np.exp(-1j * a * x) * beta if transformed else beta


def apply_nonlocal(psi, proj):
    return strength_nl * ((psi @ proj.conj().T) * dx) @ proj


def apply_h(psi, a, field, transformed):
    n = 2 * np.sum(psi.real**2 + psi.imag**2, axis=0)
    return (ifft(0.5 * (k + a) ** 2 * fft(psi))
            + (local_potential(n) + field * x) * psi
            + apply_nonlocal(psi, projectors(a, transformed)))


def observe(psi, a, transformed):
    """Summed position, kinetic velocity p+A, and commutator velocity."""
    position = 2 * np.sum(x * abs(psi) ** 2) * dx
    kinetic = 2 * np.sum(psi.conj() * ifft((k + a) * fft(psi))).real * dx
    proj = projectors(a, transformed)
    overlap = psi @ proj.conj().T * dx
    x_overlap = psi @ (x * proj).conj().T * dx
    commutator = -4 * strength_nl * np.sum(overlap.conj() * x_overlap).imag
    return position, kinetic, commutator


def propagate(psi, n_steps, a_of_t, field_of_t, transformed=True, start=0.0):
    """Fourth-order Runge-Kutta with the density updated at every stage."""
    record = []
    for step in range(n_steps + 1):
        t = start + step * dt
        record.append(observe(psi, a_of_t(t), transformed))
        if step == n_steps:
            break
        a0, am, a1 = a_of_t(t), a_of_t(t + dt / 2), a_of_t(t + dt)
        f0, fm, f1 = field_of_t(t), field_of_t(t + dt / 2), field_of_t(t + dt)
        s1 = -1j * apply_h(psi, a0, f0, transformed)
        s2 = -1j * apply_h(psi + dt / 2 * s1, am, fm, transformed)
        s3 = -1j * apply_h(psi + dt / 2 * s2, am, fm, transformed)
        s4 = -1j * apply_h(psi + dt * s3, a1, f1, transformed)
        psi = psi + dt / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
    return np.array(record).T, psi


def zero(t):
    return 0.0


# ---------------------------------------------------------------- pulse
a_peak, omega_pulse, pulse_length, pulse_stop = 0.1, 0.3, 60.0, 40.0


def pulse_a(t):
    return a_peak * np.sin(np.pi * t / pulse_length) ** 2 * np.sin(omega_pulse * t)


def pulse_field(t):
    u = np.pi * t / pulse_length
    return -a_peak * (np.pi / pulse_length * np.sin(2 * u) * np.sin(omega_pulse * t)
                      + omega_pulse * np.sin(u) ** 2 * np.cos(omega_pulse * t))


steps = round(pulse_stop / dt)
rec_len, psi_len = propagate(ground, steps, zero, pulse_field)
rec_vel, psi_vel = propagate(ground, steps, pulse_a, zero)
rec_bare, psi_bare = propagate(ground, steps, pulse_a, zero, transformed=False)

x_peak = np.max(abs(rec_len[0]))
x_diff = np.max(abs(rec_vel[0] - rec_len[0]))
x_diff_bare = np.max(abs(rec_bare[0] - rec_len[0]))
assert x_diff < 1e-3 * x_peak and x_diff_bare > 1e-2 * x_peak

a_end = pulse_a(pulse_stop)
orbital_diff = np.sqrt(np.max(np.sum(
    abs(psi_vel - np.exp(-1j * a_end * x) * psi_len) ** 2, axis=1) * dx))
orbital_diff_no_phase = np.sqrt(np.max(np.sum(
    abs(psi_vel - psi_len) ** 2, axis=1) * dx))
assert orbital_diff < 1e-3 < orbital_diff_no_phase

# Velocity from the numerical time derivative of the length-gauge position.
pos = rec_len[0]
dxdt = (pos[:-4] - 8 * pos[1:-3] + 8 * pos[3:-1] - pos[4:]) / (12 * dt)
p_peak = np.max(abs(dxdt))
p_diff = np.max(abs(rec_vel[1, 2:-2] + rec_vel[2, 2:-2] - dxdt))
p_diff_kin = np.max(abs(rec_vel[1, 2:-2] - dxdt))
assert p_diff < 2e-3 * p_peak and p_diff_kin > 1e-2 * p_peak


# ---------------------------------------------------------------- local balance
def product_rule_error(psi, a, refine):
    """Pointwise kinetic density change plus divergence of kinetic current.

    refine = 1 uses the propagation grid; refine = 2 interpolates the orbitals
    to a doubled grid, which holds all wavenumbers of their products.
    """
    n_fine = refine * n_grid
    modes = np.rint(np.fft.fftfreq(n_grid, 1 / n_grid)).astype(int)
    spectrum = np.zeros((n_orb, n_fine), complex)
    spectrum[:, modes] = refine * fft(psi)
    k_fine = 2 * np.pi * np.fft.fftfreq(n_fine, dx / refine)
    fine = ifft(spectrum)
    rate = 2 * np.sum((fine.conj() * ifft((k_fine + a) ** 2 * spectrum)).imag, axis=0)
    flow = 2 * np.sum((fine.conj() * ifft((k_fine + a) * spectrum)).real, axis=0)
    return np.max(abs(rate + ifft(1j * k_fine * fft(flow)).real))


pointwise_error = product_rule_error(psi_vel, a_end, 1)
pointwise_error_fine = product_rule_error(psi_vel, a_end, 2)
assert pointwise_error_fine < 1e-9

# Averaged balance: density change from five successive propagated densities,
# kinetic current and nonlocal source from the orbitals at the middle instant.
balance_time, smooth_width = 25.0, 0.7
first_time = balance_time - 2 * dt
nearby = [propagate(ground, round(first_time / dt), pulse_a, zero)[1]]
for m in range(4):
    nearby.append(propagate(nearby[-1], 1, pulse_a, zero, start=first_time + m * dt)[1])
n_near = [2 * np.sum(abs(psi) ** 2, axis=0) for psi in nearby]
density_rate = (n_near[0] - 8 * n_near[1] + 8 * n_near[3] - n_near[4]) / (12 * dt)
psi_mid, a_mid = nearby[2], pulse_a(balance_time)
current = 2 * np.sum((psi_mid.conj() * ifft((k + a_mid) * fft(psi_mid))).real, axis=0)
source = 4 * np.sum((psi_mid.conj() * apply_nonlocal(
    psi_mid, projectors(a_mid, True))).imag, axis=0)
offset = x[:, None] - x[None, :]
smooth = (np.exp(-offset**2 / (2 * smooth_width**2))
          / (np.sqrt(2 * np.pi) * smooth_width))
smooth_slope = offset / smooth_width**2 * smooth
smooth_source = smooth @ source * dx
balance_error = np.max(abs(
    smooth @ density_rate * dx - smooth_slope @ current * dx - smooth_source))
assert balance_error < 1e-2 * np.max(abs(smooth_source))
assert abs(np.sum(source) * dx) < 1e-10
assert abs(np.sum(x * source) * dx - observe(psi_mid, a_mid, True)[2]) < 1e-9

# ---------------------------------------------------------------- kick spectrum
kick, eta, kick_time = 0.001, 0.08, 100.0
steps = round(kick_time / dt)
times = np.arange(steps + 1) * dt


def kick_a(t):
    return -kick


kick_len, _ = propagate(np.exp(-1j * kick * x) * ground, steps, zero, zero)
kick_vel, _ = propagate(ground, steps, kick_a, zero)
kick_bare, _ = propagate(ground, steps, kick_a, zero, transformed=False)

early = kick_len[0, :5]
initial_slope = early @ np.array([-25, 48, -36, 16, -3]) / (12 * dt)
assert abs(-initial_slope / kick - sum_rule) < 2e-3 * sum_rule

omegas = np.arange(0.2, 1.5, 0.005)


def strength_function(signal, is_velocity):
    result = []
    for w in omegas:
        z = w + 1j * eta
        alpha = -simpson(signal * np.exp(1j * z * times), dx=dt) / kick
        if is_velocity:
            alpha *= 1j / z
        result.append(2 * w / np.pi * alpha.imag)
    return np.array(result)


spec_len = strength_function(kick_len[0], False)
spec_vel = strength_function(kick_vel[1] + kick_vel[2], True)
spec_no_comm = strength_function(kick_vel[1], True)
spec_naive = strength_function(kick_bare[1], True)
top = np.argmax(spec_len)
spec_diff = np.max(abs(spec_vel - spec_len))
assert spec_diff < 3e-3 * spec_len[top]
assert np.max(abs(spec_no_comm - spec_len)) > 0.02 * spec_len[top]
assert np.max(abs(spec_naive - spec_len)) > 0.02 * spec_len[top]

# Steady part of the current after the kick, smooth window average.
window = np.sin(np.pi * times / kick_time) ** 2
window /= np.sum(window)
steady_good = -window @ (kick_vel[1] + kick_vel[2]) / kick
steady_naive = -window @ kick_bare[1] / kick
assert abs(steady_good) < 0.02
assert abs(steady_naive - false_drude) < 0.02 and abs(false_drude) > 0.04

# ---------------------------------------------------------------- output
print("MODEL (Hartree atomic units)")
print(f"grid points, spacing: {n_grid}, {dx} bohr; time step {dt} au")
print(f"ions at {sites[0]}, {sites[1]} bohr, charge {ion_charge}")
print(f"projector width {width} bohr, strength D {strength_nl} hartree")
print(f"orbital energies: {energies[0]:.5f}, {energies[1]:.5f} hartree")
print(f"lowest empty level: {energies[2]:.5f} hartree")
print("STATIC TESTS")
print(f"electron number N: {n_elec}")
print(f"double-commutator term: {double_comm:.5f}")
print(f"sum S = N + commutator term: {sum_rule:.5f}")
print(f"S from sum over states: {sum_over_states:.5f}")
print(f"constant A: {a_static} au")
print(f"energy shift, transformed V_nl: {shift_good:.1e} hartree")
print(f"energy shift, bare V_nl: {shift_bare:.6f} hartree")
print(f"false Drude weight, perturbation sum: {false_drude:.5f}")
print(f"false Drude weight, energy curvature: {curvature:.5f}")
print("CRYSTAL CHAIN")
print(f"cell {cell} bohr, k {k_ring:.5f}, A {a_ring:.5f} au")
print(f"<k|V_nl|k> bare: {elements_bare[1, 1].real:.6f} hartree")
print(f"<k|V_nl|k> transformed: {elements[1, 1].real:.6f} hartree")
print("PULSE")
print(f"A amplitude {a_peak} au, frequency {omega_pulse} hartree")
print(f"pulse length {pulse_length} au, stopped at {pulse_stop} au")
print(f"A at stop: {a_end:.5f} au")
print(f"largest |X|, length gauge: {x_peak:.5f} bohr")
print(f"largest X difference, transformed V_nl: {x_diff:.1e} bohr")
print(f"largest X difference, bare V_nl: {x_diff_bare:.5f} bohr")
print(f"orbital difference with gauge phase: {orbital_diff:.1e}")
print(f"orbital difference without phase: {orbital_diff_no_phase:.4f}")
print(f"largest |dX/dt|: {p_peak:.5f} au")
print(f"largest error of full velocity: {p_diff:.1e} au")
print(f"largest error of p+A alone: {p_diff_kin:.5f} au")
print("LOCAL BALANCE")
print(f"time {balance_time} au, averaging width {smooth_width} bohr")
print(f"largest averaged source: {np.max(abs(smooth_source)):.6f} au")
print(f"largest averaged balance error: {balance_error:.1e} au")
print(f"pointwise error at stop, propagation grid: {pointwise_error:.1e} au")
print(f"pointwise error at stop, doubled grid: {pointwise_error_fine:.1e} au")
print("KICK SPECTRUM")
print(f"kick {kick} au, damping {eta} hartree, time {kick_time} au")
print(f"-(dX/dt at 0+)/kick: {-initial_slope / kick:.5f}")
print(f"peak position: {omegas[top]:.3f} hartree"
      f" = {omegas[top] * HARTREE_EV:.2f} eV")
print("strength function at this peak, 1/hartree:")
print(f"  length gauge, position: {spec_len[top]:.4f}")
print(f"  velocity gauge, full current: {spec_vel[top]:.4f}")
print(f"  velocity gauge, commutator dropped: {spec_no_comm[top]:.4f}")
print(f"  bare V_nl and p+A alone: {spec_naive[top]:.4f}")
print(f"largest difference of first two spectra: {spec_diff:.1e} 1/hartree")
print(f"steady -P/kick, full treatment: {steady_good:.5f}")
print(f"steady -P/kick, bare V_nl and p+A: {steady_naive:.5f}")
print("no test failed")
```

Printed output:

```
MODEL (Hartree atomic units)
grid points, spacing: 180, 0.35 bohr; time step 0.05 au
ions at -1.5, 1.5 bohr, charge 2.0
projector width 0.8 bohr, strength D -0.5 hartree
orbital energies: -0.95493, -0.73593 hartree
lowest empty level: 0.00193 hartree
STATIC TESTS
electron number N: 4
double-commutator term: 1.52187
sum S = N + commutator term: 5.52187
S from sum over states: 5.52187
constant A: 0.1 au
energy shift, transformed V_nl: 1.2e-14 hartree
energy shift, bare V_nl: 0.005429 hartree
false Drude weight, perturbation sum: 1.08656
false Drude weight, energy curvature: 1.08655
CRYSTAL CHAIN
cell 4.0 bohr, k 0.19635, A 0.58905 au
<k|V_nl|k> bare: -0.345851 hartree
<k|V_nl|k> transformed: -0.238865 hartree
PULSE
A amplitude 0.1 au, frequency 0.3 hartree
pulse length 60.0 au, stopped at 40.0 au
A at stop: -0.04024 au
largest |X|, length gauge: 0.18146 bohr
largest X difference, transformed V_nl: 1.1e-05 bohr
largest X difference, bare V_nl: 0.04528 bohr
orbital difference with gauge phase: 3.5e-04
orbital difference without phase: 0.0763
largest |dX/dt|: 0.06125 au
largest error of full velocity: 2.6e-05 au
largest error of p+A alone: 0.01524 au
LOCAL BALANCE
time 25.0 au, averaging width 0.7 bohr
largest averaged source: 0.001529 au
largest averaged balance error: 1.5e-08 au
pointwise error at stop, propagation grid: 3.6e-05 au
pointwise error at stop, doubled grid: 6.2e-16 au
KICK SPECTRUM
kick 0.001 au, damping 0.08 hartree, time 100.0 au
-(dX/dt at 0+)/kick: 5.52182
peak position: 0.875 hartree = 23.81 eV
strength function at this peak, 1/hartree:
  length gauge, position: 7.9492
  velocity gauge, full current: 7.9494
  velocity gauge, commutator dropped: 6.0403
  bare V_nl and p+A alone: 4.7330
largest difference of first two spectra: 4.0e-04 1/hartree
steady -P/kick, full treatment: -0.00006
steady -P/kick, bare V_nl and p+A: 1.08652
no test failed
```
